# Double-Exchange Splitting of a Mixed-Valence Dimer in the Strong Hund Limit: a program that tests the result

```python
"""Double exchange in a symmetric mixed-valence dimer.

Result under test: for a Hund gap much larger than the hopping t, the low
levels of total spin S, measured from the Hund energy -J*S0/2, are
    E = +-B*(S + 1/2),   B = |t|/(2*S0 + 1).
S0    core spin of each site (the site spin without the mobile electron)
t     hopping energy between orbital a (site A) and orbital b (site B)
J     Hund coupling in H = -J*(S_A.s_a + S_B.s_b) + t*(hopping)
gap   J*(S0 + 1/2), distance between the two site-spin levels
c     (S + 1/2)/(2*S0 + 1), the predicted overlap of the spin functions
Spin operators are dimensionless (units of hbar).
"""
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from sympy import Rational
from sympy.physics.wigner import wigner_6j


def spin_operator(s):
    """Return (S_z, S_plus) for spin s."""
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def dot(u, v):
    """Scalar product of two real-represented spin operators."""
    return u[0] @ v[0] + 0.5 * (u[1] @ v[1].T + u[1].T @ v[1])


def add(*spins):
    return sum(x[0] for x in spins), sum(x[1] for x in spins)


def kron(*factors):
    out = np.eye(1)
    for factor in factors:
        out = np.kron(out, factor)
    return out


def highest_weight_basis(total, S):
    """Orthonormal states with total spin S and M = S."""
    index = np.where(np.abs(np.diag(total[0]) - S) < 1e-9)[0]
    kernel = null_space(total[1][:, index], rcond=1e-10)
    basis = np.zeros((total[0].shape[0], kernel.shape[1]))
    basis[index] = kernel
    return basis


def fermion_dimer(s0, n_mobile):
    """Hopping, Hund operator and total spin with n_mobile electrons in a, b."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    modes = [kron(*([sign] * k + [lower] + [one] * (3 - k))) for k in range(4)]
    a_up, a_dn, b_up, b_dn = modes
    core = spin_operator(s0)
    unit = np.eye(core[0].shape[0])
    number = kron(sum(f.T @ f for f in modes), unit, unit)
    keep = np.where(np.abs(np.diag(number) - n_mobile) < 1e-9)[0]

    def cut(x):
        return x[np.ix_(keep, keep)]

    def orbital_spin(up, dn):
        z = 0.5 * (up.T @ up - dn.T @ dn)
        return tuple(cut(kron(x, unit, unit)) for x in (z, up.T @ dn))

    spin_a, spin_b = orbital_spin(a_up, a_dn), orbital_spin(b_up, b_dn)
    core_a = tuple(cut(kron(np.eye(16), x, unit)) for x in core)
    core_b = tuple(cut(kron(np.eye(16), unit, x)) for x in core)
    transfer = a_up.T @ b_up + a_dn.T @ b_dn
    hop = cut(kron(transfer + transfer.T, unit, unit))
    hund = dot(core_a, spin_a) + dot(core_b, spin_b)
    return hop, hund, add(core_a, core_b, spin_a, spin_b)


def block_levels(model, basis, t, J):
    hop, hund, _ = model
    return np.linalg.eigvalsh(basis.T @ (t * hop - J * hund) @ basis)


def total_spins(s0):
    return np.arange(0.5, 2 * s0 + 0.75, 1.0)


def close(x, y, tol=1e-9):
    return np.allclose(x, y, rtol=0, atol=tol)


# Spin algebra: projectors obtained by diagonalizing the squared site spin.
for s0 in (0.5, 1.0, 1.5, 2.0):
    core, half = spin_operator(s0), spin_operator(0.5)
    unit = np.eye(core[0].shape[0])
    A = tuple(kron(x, unit, np.eye(2)) for x in core)
    B_core = tuple(kron(unit, x, np.eye(2)) for x in core)
    electron = tuple(kron(unit, unit, x) for x in half)
    projectors = []
    for site in (A, B_core):
        site_spin = add(site, electron)
        values, vectors = np.linalg.eigh(dot(site_spin, site_spin))
        high = vectors[:, np.abs(values - (s0 + 0.5) * (s0 + 1.5)) < 1e-8]
        projector = high @ high.T
        linear = (s0 + 1) * np.eye(len(values)) + 2 * dot(site, electron)
        assert close(projector, linear / (2 * s0 + 1))
        projectors.append(projector)
    cores = add(A, B_core)
    for S in total_spins(s0):
        c = (S + 0.5) / (2 * s0 + 1)
        top = S > 2 * s0
        V = highest_weight_basis(add(A, B_core, electron), S)
        assert V.shape[1] == (1 if top else 2)
        pa, pb = (V.T @ p @ V for p in projectors)
        assert close(np.trace(pa), 1) and close(np.trace(pb), 1)
        expected = [2.0] if top else [1 - c, 1 + c]
        assert close(np.linalg.eigvalsh(pa + pb), expected)
        assert close(np.linalg.norm(pa @ pb, 2), c)
        unit_block = np.eye(V.shape[1])
        Z = (pa + pb - unit_block) / c
        assert close(Z @ Z, unit_block) and close(Z @ pa @ Z, pb)
        core_square = V.T @ dot(cores, cores) @ V
        assert close(core_square, (S + 0.5) * ((S + 0.5) * unit_block - Z))
        r0, rS = Rational(int(2 * s0), 2), Rational(int(2 * S), 2)
        h = Rational(1, 2)
        six_j = wigner_6j(r0, h, r0 + h, r0, rS, r0 + h)
        assert close(abs(float((2 * r0 + 2) * six_j)), c)

# Full Hamiltonian: one mobile electron, and one hole (three electrons).
for s0 in (0.5, 1.0, 1.5, 2.0):
    for n_mobile in (1, 3):
        model = fermion_dimer(s0, n_mobile)
        hop, hund, total = model
        for S in total_spins(s0):
            c = (S + 0.5) / (2 * s0 + 1)
            top = S > 2 * s0
            V = highest_weight_basis(total, S)
            assert V.shape[1] == (2 if top else 4)
            # Strong Hund limit: hopping inside the highest Hund eigenspace.
            values, vectors = np.linalg.eigh(V.T @ hund @ V)
            hund_levels = [s0 / 2] * 2
            if not top:
                hund_levels = [-(s0 + 1) / 2] * 2 + hund_levels
            assert close(values, hund_levels)
            low = V @ vectors[:, -2:]
            assert close(np.linalg.eigvalsh(low.T @ hop @ low), [-c, c])
            # Exact levels at comparable hopping and Hund coupling.
            for t, J in ((0.7, 1.3), (-0.9, 0.4)):
                gap = J * (s0 + 0.5)
                if top:
                    exact = [-J * s0 / 2 - t, -J * s0 / 2 + t]
                else:
                    exact = [J / 4 + p * np.sqrt(gap**2 / 4 + t**2 + q * gap * t * c)
                             for p in (-1, 1) for q in (-1, 1)]
                assert close(block_levels(model, V, t, J), np.sort(exact))
            # Leading corrections for a large gap, with t = 1.
            gap = 200.0
            J = gap / (s0 + 0.5)
            pair = block_levels(model, V, 1.0, J)[:2] + J * s0 / 2
            shift, half_split = pair.mean(), (pair[1] - pair[0]) / 2
            # Tolerance covers the neglected terms of relative order 1/gap**2.
            assert close(shift * gap, -(1 - c**2), 1e-3)
            assert close((c - half_split) * gap**2, 2 * c * (1 - c**2), 1e-3)
        # The ground state has the highest spin also for weak Hund coupling.
        for J in (0.05, 1.0, 20.0):
            lowest = [block_levels(model, highest_weight_basis(total, S), 1.0, J)[0]
                      for S in total_spins(s0)]
            assert np.all(np.diff(lowest) < -1e-6)

# Worked example with round model parameters (energies in meV).
s0, t, J = 1.5, 100.0, 1000.0
gap, B = J * (s0 + 0.5), t / (2 * s0 + 1)
to_wavenumber = 1e-3 * constants.e / (constants.h * constants.c * 100)
model = fermion_dimer(s0, 1)
hop, hund, total = model
all_levels = np.linalg.eigvalsh(t * hop - J * hund)
low_count = int(np.sum(all_levels < J / 4))
assert low_count == sum(2 * int(2 * S + 1) for S in total_spins(s0))

print(f"core spin S0 = {s0:.1f}")
print(f"hopping t = {t:.1f} meV")
print(f"Hund coupling J = {J:.1f} meV")
print(f"Hund gap = {gap:.1f} meV")
print(f"ratio t/gap = {t / gap:.3f}")
print(f"Hund energy -J*S0/2 = {-J * s0 / 2:.1f} meV")
print(f"B = {B:.3f} meV")
print(f"B = {B * to_wavenumber:.2f} cm^-1")
print(f"number of states, all = {len(all_levels)}")
print(f"number of states, low Hund group = {low_count}")
print("levels below are measured from the Hund energy, in meV")
lowest = {}
for S in total_spins(s0):
    c = (S + 0.5) / (2 * s0 + 1)
    V = highest_weight_basis(total, S)
    pair = block_levels(model, V, t, J)[:2] + J * s0 / 2
    limit = np.array([-1, 1]) * B * (S + 0.5)
    second = limit - t**2 * (1 - c**2) / gap
    assert np.all(np.abs(pair - second) < t**3 / gap**2)
    lowest[S] = pair[0]
    print(f"S = {S:.1f}: overlap c = {c:.4f}")
    print(f"  strong Hund limit: {limit[0]:.3f}, {limit[1]:.3f} meV")
    print(f"  diagonalization:   {pair[0]:.3f}, {pair[1]:.3f} meV")
    print(f"  second order:      {second[0]:.3f}, {second[1]:.3f} meV")
    print(f"  half-splitting, diagonalization: {(pair[1] - pair[0]) / 2:.3f} meV")
top_spin = max(lowest)
next_gap = lowest[top_spin - 1] - lowest[top_spin]
print(f"ground-state spin = {min(lowest, key=lowest.get):.1f}")
print(f"gap to next lower spin, limit = {B:.3f} meV")
print(f"gap to next lower spin, diagonalization = {next_gap:.3f} meV")
print("approach to the limit for S = 0.5:")
V = highest_weight_basis(total, 0.5)
errors = []
for J_large in (1000.0, 4000.0, 16000.0):
    pair = block_levels(model, V, t, J_large)[:2] + J_large * s0 / 2
    errors.append(np.max(np.abs(pair - np.array([-B, B]))))
    print(f"  J = {J_large:.0f} meV: {pair[0]:.3f}, {pair[1]:.3f} meV")
assert errors[0] > 3 * errors[1] > 9 * errors[2]
print("all assertions hold")
```

Printed output:

```
core spin S0 = 1.5
hopping t = 100.0 meV
Hund coupling J = 1000.0 meV
Hund gap = 2000.0 meV
ratio t/gap = 0.050
Hund energy -J*S0/2 = -750.0 meV
B = 25.000 meV
B = 201.64 cm^-1
number of states, all = 64
number of states, low Hund group = 40
levels below are measured from the Hund energy, in meV
S = 0.5: overlap c = 0.2500
  strong Hund limit: -25.000, 25.000 meV
  diagonalization:   -29.563, 20.204 meV
  second order:      -29.688, 20.312 meV
  half-splitting, diagonalization: 24.884 meV
S = 1.5: overlap c = 0.5000
  strong Hund limit: -50.000, 50.000 meV
  diagonalization:   -53.565, 46.061 meV
  second order:      -53.750, 46.250 meV
  half-splitting, diagonalization: 49.813 meV
S = 2.5: overlap c = 0.7500
  strong Hund limit: -75.000, 75.000 meV
  diagonalization:   -77.033, 72.638 meV
  second order:      -77.188, 72.812 meV
  half-splitting, diagonalization: 74.836 meV
S = 3.5: overlap c = 1.0000
  strong Hund limit: -100.000, 100.000 meV
  diagonalization:   -100.000, 100.000 meV
  second order:      -100.000, 100.000 meV
  half-splitting, diagonalization: 100.000 meV
ground-state spin = 3.5
gap to next lower spin, limit = 25.000 meV
gap to next lower spin, diagonalization = 22.967 meV
approach to the limit for S = 0.5:
  J = 1000 meV: -29.563, 20.204 meV
  J = 4000 meV: -26.164, 23.821 meV
  J = 16000 meV: -25.293, 24.707 meV
all assertions hold
```
